\section*{Subtracting the Coulomb logarithm in the s-wave momentum-space Wannier equation}

\section{One diagonal term, six orders of magnitude}

On a grid of 400 momentum nodes, the lowest exciton level comes out too high by $0.0356$ of the exciton Rydberg if the singular Coulomb element is left out. With one analytic correction on the matrix diagonal, on the same grid, the error is $-3.7\times10^{-8}$, and doubling the number of nodes divides it by about eight. This note derives the correction, the exact levels against which it is judged, and both error laws.

\section{Equation and units}

The model is an isotropic parabolic electron--hole pair of reduced mass $\mu$ in a medium of static dielectric constant $\epsilon$, without exchange or free-carrier screening. Energies are measured from the gap. In Gaussian units,
\[
\left[-\frac{\hbar^2\nabla^2}{2\mu}-\frac{e^2}{\epsilon r}\right]\psi=E\psi,\qquad
\psi(\mathbf r)=\int\!\frac{d^3k}{(2\pi)^3}\,\phi(\mathbf k)e^{i\mathbf k\cdot\mathbf r}.
\]
Since $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$, the transform of $1/r$ is $4\pi/k^2$, and the product in real space becomes a convolution:
\[
\frac{\hbar^2k^2}{2\mu}\phi(\mathbf k)-\int\!\frac{d^3k'}{(2\pi)^3}\frac{4\pi e^2}{\epsilon|\mathbf k-\mathbf k'|^2}\phi(\mathbf k')=E\phi(\mathbf k).
\]
For an s state $\phi$ depends on $k$ alone. With $x$ the cosine of the angle between the wave vectors,
\[
\int_{-1}^{1}\!\frac{dx}{k^2+k'^2-2kk'x}=\frac{1}{2kk'}\ln\frac{(k+k')^2}{(k-k')^2}=\frac{L(k,k')}{kk'},\quad
L(k,k')=\ln\left|\frac{k+k'}{k-k'}\right|.
\]
The azimuth gives $2\pi$, so the prefactor is $(4\pi e^2/\epsilon)(2\pi)/(2\pi)^3=e^2/(\pi\epsilon)$. Define
\[
a=\frac{\epsilon\hbar^2}{\mu e^2},\qquad R=\frac{\mu e^4}{2\epsilon^2\hbar^2}=\frac{e^2}{2\epsilon a}=\frac{\hbar^2}{2\mu a^2},
\]
and $q=ka$, $u=q\phi$, $E=\lambda R$. The interaction prefactor becomes $e^2/(\pi\epsilon a)=2R/\pi$. Multiplication by $q/R$ gives an equation with a symmetric kernel:
\begin{equation}
q^2u(q)-\frac2\pi\int_0^\infty L(q,q')u(q')\,dq'=\lambda u(q).\label{eq:w}
\end{equation}

\section{Exact bound levels}

Put $\lambda=-\kappa^2$ and $q=\kappa\tan(\theta/2)$, $0<\theta<\pi$. From $\tan A\pm\tan B=\sin(A\pm B)/(\cos A\cos B)$ and $\ln|2\sin(x/2)|=-\sum_{m\ge1}\cos(mx)/m$,
\begin{align}
L&=\ln\left|\frac{\sin\frac{\theta+\theta'}2}{\sin\frac{\theta-\theta'}2}\right|
=\sum_{m\ge1}\frac{\cos m(\theta-\theta')-\cos m(\theta+\theta')}{m}\nonumber\\
&=2\sum_{m\ge1}\frac{\sin m\theta\,\sin m\theta'}{m}.\label{eq:s}
\end{align}
Because $\int_0^\pi\sin^2m\theta\,d\theta=\pi/2$, the kernel acting on $\sin m\theta'$ returns $(\pi/m)\sin m\theta$.

Let $v=u/\cos^2(\theta/2)$. Then $(q^2+\kappa^2)u=\kappa^2v$ and $u\,dq=(\kappa/2)v\,d\theta$, so (\ref{eq:w}) reads $\kappa v=\pi^{-1}\int_0^\pi Lv\,d\theta'$. A bound state of finite norm and kinetic energy has finite $\int(q^2+\kappa^2)u^2dq$, which is proportional to $\int v^2d\theta$. Hence $v$ can be expanded in the complete set of sines, and each coefficient obeys $\kappa v_m=v_m/m$. The bound levels are therefore
\[
\lambda_n=-\frac1{n^2},\qquad
u_n\propto\frac{\sin n\Theta}{1+n^2q^2},\quad \tan\frac{\Theta}{2}=nq.
\]

\section{Subtraction and matrix}

The element $L(q,q)$ is infinite, although its integral is finite. Subtract a function equal to $u(q)$ at $q'=q$ whose integral is known:
\begin{equation}
\int_0^\infty\!Lu(q')dq'=\int_0^\infty\!L\left[u(q')-\frac{q}{q'}u(q)\right]dq'+\frac{\pi^2}{2}q\,u(q).\label{eq:sub}
\end{equation}
The last term follows with $t=q'/q$. The map $t\to1/t$ shows that $(1,\infty)$ contributes as much as $(0,1)$, so
\[
\int_0^\infty\!\frac{L\,dq'}{q'}=2\int_0^1\!\ln\frac{1+t}{1-t}\frac{dt}{t}
=4\sum_{k\ge0}\frac1{(2k+1)^2}=\frac{\pi^2}{2}.
\]
Direct quadrature at $q=0.7$ gives $4.9348022$, which agrees.

In (\ref{eq:sub}) the bracket vanishes linearly at $q'=q$ and overcomes the logarithm. The node $j=i$ then contributes zero. Use
\[
\theta_j=(j-\tfrac12)h,\quad h=\frac{\pi}{N},\quad q_j=b\tan\frac{\theta_j}2,\quad
w_j=hJ_j,\quad J=\frac{dq}{d\theta}=\frac{b}{2\cos^2(\theta/2)},
\]
where $b$ is a free scale. Multiplying row $i$ by $\sqrt{w_i}$ and setting $y_i=\sqrt{w_i}u_i$ gives a real symmetric matrix:
\begin{align*}
H_{ij}&=-\frac2\pi\sqrt{w_iw_j}\,L_{ij}\quad(i\ne j),\\
H_{ii}&=q_i^2-\frac2\pi q_i\left[\frac{\pi^2}{2}-\sum_{j\ne i}\frac{w_jL_{ij}}{q_j}\right].
\end{align*}
The subtraction changes the diagonal alone, which is why symmetry survives.

\begin{verbatim}
input N, b, kinetic function T   (T(q) = q^2 if parabolic)
for j = 1..N:
    theta = (j - 1/2) pi/N
    q[j]  = b tan(theta/2)
    w[j]  = (pi/N) b / (2 cos(theta/2)^2)
for each i:
    S = 0
    for each j != i:
        L = log(abs((q[i]+q[j]) / (q[i]-q[j])))
        H[i,j] = -(2/pi) sqrt(w[i] w[j]) L
        S = S + w[j] L / q[j]
    H[i,i] = T(q[i]) - (2/pi) q[i] (pi^2/2 - S)
lowest eigenpairs of symmetric H: lambda, y
u[i] = y[i] / sqrt(w[i])
\end{verbatim}

\section{Why the error is cubic}

For the exact $u_n$, the integrand continued to $-\pi<\theta'<\pi$ is even and periodic, and it is smooth except for logarithms at $\theta'=\pm\theta_i$. The midpoint rule has no algebraic endpoint error for such a function. Near the node, with $s=\theta'-\theta_i$, the integrand is $-\ln|s|(A_1s+A_2s^2+\cdots)$ plus a smooth part that vanishes at $s=0$. The $A_1$ term is odd and cancels on the symmetric grid.

The effect of $A_2$ follows from the periodic model $f(s)=-(2-2\cos s)\ln|2\sin(s/2)|$, which behaves as $-s^2\ln|s|$. The Fourier coefficients of $-\ln|2\sin(s/2)|$ are $1/(2|m|)$, so for $m>1$ those of $f$ are
\[
c_m=\frac12\left[\frac2m-\frac1{m-1}-\frac1{m+1}\right]=-\frac{1}{m(m^2-1)}\simeq-\frac1{m^3}.
\]
A sum over $M=2N=2\pi/h$ equally spaced points misses the integral by the aliased coefficients:
\[
h\sum f-\int\! f\,ds=4\pi\sum_{p\ge1}c_{pM}\simeq-\frac{4\pi\zeta(3)}{M^3}=-\frac{\zeta(3)h^3}{2\pi^2}.
\]
The interaction enters (\ref{eq:w}) with the factor $-2/\pi$. Inserting the exact $u$ in the discrete equation thus leaves a residual $+\zeta(3)h^3A_2/\pi^3$.

Let $F=Ju$. Since $J/q=1/\sin\theta$, the subtracted integrand without $L$ is $F(\theta')-q_iu_i/\sin\theta'$, and $q_iu_i=F\sin\theta_i$. Using $(1/\sin\theta)''=(1+\cos^2\theta)/\sin^3\theta$,
\[
A_2=\frac12\left[F''-F\,\frac{1+\cos^2\theta}{\sin^2\theta}\right].
\]
First-order perturbation theory projects the residual on $u$. One integration by parts, with $F=0$ at both ends, and $h^3/\pi^3=N^{-3}$ give
\begin{equation}
\delta\lambda\simeq-\frac{\zeta(3)}{2N^3}
\frac{\displaystyle\int_0^\pi\!\left[F'^2+F^2\frac{1+\cos^2\theta}{\sin^2\theta}\right]d\theta}{\displaystyle\int_0^\infty u^2dq}.\label{eq:e}
\end{equation}
The leading error is negative for every bound s state: the grid binds too strongly. The local expansion is not uniform within a few $h$ of the endpoints. Those layers are estimated to change (\ref{eq:e}) by a relative amount of order $h$; this is an estimate, not a proof.

For $b=1/n$, $F=(b/2)\sin n\theta$. The integrals needed are $\int n^2\cos^2n\theta\,d\theta=n^2\pi/2$ and $\int\sin^2n\theta/\sin^2\theta\,d\theta=n\pi$, the latter because $\sin n\theta/\sin\theta$ is a sum of $n$ distinct exponentials. With $(1+\cos^2\theta)/\sin^2\theta=2/\sin^2\theta-1$, the numerator is $(b^2/4)(\pi/2)(n^2+4n-1)$. The denominator is
\[
\int\frac{F^2}{J}d\theta=\frac b2\int_0^\pi\sin^2n\theta\,\frac{1+\cos\theta}{2}\,d\theta=\frac{b\pi}{8}.
\]
Therefore
\[
\delta\lambda_n\simeq-\frac{\zeta(3)}{2N^3}\,\frac{n^2+4n-1}{n}\quad(b=1/n),\qquad
\delta\lambda_1\simeq-\frac{2\zeta(3)}{N^3}.
\]

\section{What omission costs}

If the singular node is dropped without subtraction, two pieces are lost. The smooth part of $L$ at the node loses $hF\ln(2\sin\theta_i)$. For the singular part, $\prod_{j=1}^{M-1}2\sin(\pi j/M)=M$ makes the punctured sum of $-\ln|2\sin(s/2)|$ equal to $-h\ln(2N)$, while its integral is zero. The attraction is too weak by $hF\ln(4N\sin\theta_i)$ at leading order, and
\[
\delta\lambda\simeq\frac2N\,\frac{\int F^2\ln(4N\sin\theta)\,d\theta}{\int u^2dq}.
\]
For $n=b=1$, $F=\frac12\sin\theta$, so $\int F^2d\theta=\int u^2dq=\pi/8$. From $\ln\sin\theta=-\ln2-\sum_m\cos(2m\theta)/m$, the average of $\ln\sin\theta$ with weight $\sin^2\theta$ is $\frac12-\ln2$. Hence
\[
\delta\lambda_1\simeq\frac2N\left[\ln(2N)+\frac12\right].
\]
At $N=400$ this is $0.0359$, against the computed $0.0356$. From $N=200$ to 400 the error falls from $0.0639$ to $0.0356$, less than a factor of two, as the logarithm requires.

\section{Measured convergence and choice of scale}

With $b=1$, the $n=1$ errors at $N=100$, 200 and 400 are $-2.376\times10^{-6}$, $-2.988\times10^{-7}$ and $-3.746\times10^{-8}$. The observed orders between the last two grids are $2.996$, $2.987$ and $2.975$ for $n=1,2,3$. Extrapolating $N^3\delta\lambda$ linearly in $1/N$ gives $-2.4046$, $-11.842$ and $-45.19$; equation (\ref{eq:e}) gives $-2.4041$, $-11.845$ and $-45.26$. These agreements were tested to 3\%.

Most of the growth with $n$ comes from using one scale for all states. The $n$th state occupies momenta of order $1/n$, where the $b=1$ grid is relatively coarse. With $b=1/3$, the $n=3$ coefficient falls to $-4.01$, eleven times smaller at equal cost. A single run for several levels needs a compromise, or a larger $N$.

Since the leading power is known, $(8\lambda_{2N}-\lambda_N)/7$ removes it. From $N=200$ and 400 the remaining errors are $-1.3\times10^{-10}$, $-1.9\times10^{-9}$ and $-1.4\times10^{-8}$.

\section{Eigenvectors and line strengths}

For direct dipole-allowed transitions with a constant band-edge matrix element, the weight of a line is proportional to $|\psi_n(0)|^2$, because light creates the electron and hole at the same place in the envelope picture. With $\sum_iy_i^2=1$, the normalization $(2\pi^2)^{-1}\int u^2dq=1$ requires $u_i=\sqrt{2\pi^2}\,y_i/\sqrt{w_i}$, and
\[
a^3|\psi(0)|^2=\left[\frac1{2\pi^2}\int_0^\infty qu\,dq\right]^2
=\frac{1}{2\pi^2}\left[\sum_i\sqrt{w_i}\,q_iy_i\right]^2.
\]
For the exact state write $u_n=C\cos^2(\Theta/2)\sin n\Theta$. Normalization gives $C^2\pi/(8n)=2\pi^2$, or $C^2=16\pi n$, and
\[
\int_0^\infty qu_n\,dq=\frac{C}{2n^2}\int_0^\pi\tan\frac\Theta2\,\sin n\Theta\,d\Theta=\pm\frac{C\pi}{2n^2}.
\]
The last integral is $\pi$ for $n=1$. It changes sign with each step in $n$, because $\tan(\Theta/2)[\sin(n+1)\Theta+\sin n\Theta]=\cos n\Theta-\cos(n+1)\Theta$ integrates to zero. Thus $|\psi_n(0)|^2=1/(\pi n^3a^3)$. At $N=400$ the computed densities for $n=1,2,3$ differ from this by less than $6\times10^{-6}$ of the exact value.

\section{Cost, stability and failure modes}

Dense storage grows as $N^2$, matrix construction as $N^2$ and dense diagonalization as $N^3$. The largest node is $q_N=b\cot(\pi/4N)\simeq4Nb/\pi$. For $b=1$, $N=400$, the matrix norm is then of order $q_N^2\approx2.6\times10^5$, and double-precision rounding can disturb a level by up to roughly $6\times10^{-11}$ Rydberg; the actual disturbance at $N=400$ is nearer $10^{-11}$. The extrapolated $n=1$ error from $N=200$ and 400 is mostly the next truncation term, of order $N^{-4}$, which is $-1.25\times10^{-10}$ in extended precision. From $N=400$ and 800 that term is only $-8\times10^{-12}$, and rounding, of order $10^{-10}$, dominates. Because the rounding scale rises as $N^2$ while the truncation error falls, repeated doubling of the grid soon stops helping.

The constant $\pi^2/2$ belongs to an infinite momentum range. Suppose the grid stops at $Q\gg1$ but the constant is kept. The missing part of the subtraction sum is $\int_Q^\infty L\,dq'/q'\simeq2q/Q$, since $L\simeq2q/q'$. The diagonal then acquires $-(4/\pi Q)q^2$, a spurious reduction of the kinetic energy. With $\langle q^2\rangle=1$ in the ground state, the level falls by $\varepsilon=4/(\pi Q)$ to first order. Scaling the kinetic term by $1-\varepsilon$ gives a fall of $\varepsilon/(1-\varepsilon)$, or $0.068$ Rydberg for $Q=20$, however fine the grid. A finite range needs the matching finite integral.

Positive eigenvalues represent a discretized continuum. Their spacing depends on the grid, so they are not absorption lines.

\section{Germanium: the numbers and their limits}

Take the direct-gap exciton of unstrained bulk germanium, with rough low-temperature inputs $m_e=0.038\,m_0$, $\gamma_1=13.4$, $\gamma_2=4.2$, $\epsilon=16.2$ and a gap of $0.89$ eV. The mean of the inverse heavy- and light-hole masses is $\gamma_1/m_0$; using it for an isotropic hole gives $m_0/\mu=1/0.038+13.4=39.7$ and $\mu=0.0252\,m_0$. The definitions of $a$ and $R$ give $a=34$ nm and $R=1.31$ meV ($2.09\times10^{-22}$ J). The first three binding energies are $1.31$, $0.33$ and $0.15$ meV. The 1s line lies 1.3 meV below the gap, at a vacuum wavelength near 1.4 $\mu$m; the rough gap, not the solver, limits this position, and the further digits in the output carry no meaning.

Conduction-band nonparabolicity can be included by changing $T(q)$. With $x=\hbar^2k^2/2m_e$, the electron energy $T_c$ satisfies $T_c(1+T_c/E_g)=x$, while the hole stays parabolic. The 1s level moves by $-0.0038$ meV, or 0.3\% of the binding energy. The hole mass matters more: putting the heavy or light [100] mass into the isotropic formula gives $1.66$ or $1.08$ meV. This is a crude measure of sensitivity, not a pair of bounds. The averaged mass also omits the coupling of heavy and light holes, which mixes a d envelope into the 1s state. In the spherical approximation this raises the 1s binding to about $1.36$ meV for $\gamma_3=\gamma_2$ and $1.39$ meV for $\gamma_3\approx5.7$, a shift of 4--6\%, so the binding energies above hold for germanium to that accuracy at best.

Real devices depart further from the model. A rough intervalley lifetime of 0.5 ps gives a broadening $\hbar/\tau=1.3$ meV, larger than the 1s--2s separation of $0.98$ meV, so a resolved series is not expected with that lifetime. The field scale $R/(ea)$ is $0.38$ kV/cm, while a rough detector field is 10 kV/cm; the isolated bound-state picture fails there. In Ge on Si, a residual strain of 0.2\%, with shear potential 2.3 eV and $C_{12}/C_{11}=0.38$, splits the heavy and light holes by $2(2.3\ \mathrm{eV})(1+0.76)(0.002)=16$ meV. That shifts each edge by about 8 meV from shear alone, six times the binding energy, and invalidates the use of one averaged hole mass. At 300 K the thermal energy is 26 meV, twenty times $R$, so bound pairs are readily ionized.

Free carriers also limit the model. At 10 K the Debye length of one carrier species equals $a$ at $6.7\times10^{14}$ cm$^{-3}$. The effective density of the direct conduction valley alone, printed last in the output, is $1.1\times10^{15}$ cm$^{-3}$, so electrons held in that valley would be near degeneracy. Relaxed electrons in germanium occupy the lower indirect valleys, whose density of states is much larger, and for them the nondegenerate formula is better justified. In either case the density is a scale, not a threshold. The numerical output follows.

\section*{Computed values}
\begin{verbatim}
Restored integral at q=0.7: 4.9348022 (dimensionless)
Level errors lambda+1/n^2, grid scale b=1 (exciton Rydbergs):
N= 50: n=1 -1.880e-05, n=2 -8.854e-05, n=3 -3.237e-04
N=100: n=1 -2.376e-06, n=2 -1.142e-05, n=3 -4.237e-05
N=200: n=1 -2.988e-07, n=2 -1.453e-06, n=3 -5.460e-06
N=400: n=1 -3.746e-08, n=2 -1.833e-07, n=3 -6.943e-07
Unsubtracted n=1 errors (exciton Rydbergs):
N= 50: 0.19444
N=100: 0.11273
N=200: 0.06388
N=400: 0.03560
Unsubtracted error predicted at N=400: 0.03592 Ryd
n=1: level at N=400 -1.000000037 Ryd
n=1: observed order, N=200 to 400: 2.996
n=1: N^3 error -2.4046, theory -2.4041 Ryd
n=1: extrapolated error -1.30e-10 Ryd
n=1: contact density / exact, N=100 1.000088, N=400 1.000005
n=2: level at N=400 -0.250000183 Ryd
n=2: observed order, N=200 to 400: 2.987
n=2: N^3 error -11.8424, theory -11.8445 Ryd
n=2: extrapolated error -1.94e-09 Ryd
n=2: contact density / exact, N=100 1.000016, N=400 1.000004
n=3: level at N=400 -0.111111805 Ryd
n=3: observed order, N=200 to 400: 2.975
n=3: N^3 error -45.1927, theory -45.2626 Ryd
n=3: extrapolated error -1.35e-08 Ryd
n=3: contact density / exact, N=100 0.999463, N=400 0.999995
n=2, b=1/n: N^3 error -3.3055, theory -3.3057 Ryd
n=3, b=1/n: N^3 error -4.0064, theory -4.0069 Ryd
Ge rough inputs: m_e=0.038 m0, gamma1=13.4, gamma2=4.2
Ge rough inputs: eps=16.2, direct gap=0.89 eV
Reduced mass: 0.02518 m0
Exciton radius: 34.05 nm
Exciton Rydberg: 1.3054 meV = 2.0914e-22 J
Ge n=1 binding energy: 1.3054 meV
Ge n=2 binding energy: 0.3263 meV
Ge n=3 binding energy: 0.1450 meV
Ge 1s line: 0.88869 eV, vacuum wavelength 1395.1 nm
Nonparabolic 1s shift: -0.00384 meV; first order -0.00369 meV
Crude [100] mass spread: heavy 1.655, light 1.077 meV
Thermal energy: 0.862 meV at 10 K, 25.85 meV at 300 K
Lifetime broadening: 1.316 meV for rough lifetime 0.5 ps
Ionizing field scale: 0.383 kV/cm; rough detector field 10 kV/cm
Strain inputs: 0.2 %, |b_shear|=2.3 eV, C12/C11=0.38
Heavy/light strain splitting: 16.19 meV
Density for Debye length = radius at 10 K: 6.66e+14 cm^-3
Conduction effective density at 10 K: 1.13e+15 cm^-3
\end{verbatim}
